# Oxygen Outdiffusion from Silicon and the Depth of the Denuded Zone: test program

```python
# Result under test: oxygen leaving a silicon half-space has the profile
#   C(x,t) = Cs + (C0 - Cs) erf( x / (2 sqrt(D t)) ),
# and the depth at which C reaches a precipitation threshold Cstar is
#   depth = 2 sqrt(D t) erfinv(f),  f = (Cstar - Cs)/(C0 - Cs).
# C0: initial oxygen concentration, Cs: surface (solubility) concentration,
# D: oxygen diffusivity, t: anneal time, x: distance from the surface.
# Internal units: micrometre, second, cm^-3 for concentrations, eV, kelvin.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, erfc, erfinv, erfcinv, erfcx

K_EV = constants.k / constants.e
ZERO_C = constants.zero_Celsius
CM2_TO_UM2 = 1e8

# Rough typical inputs for Czochralski silicon; the threshold is a model choice
T_hold = 1100.0 + ZERO_C
D_hold = 7e-11 * CM2_TO_UM2
Cs_hold = 2.4e17
E_D, E_s = 2.5, 1.5
C0, Cstar = 8e17, 5e17
hours = 8.0
t_hold = hours * 3600.0


def diffusivity(T):
    return D_hold * np.exp(-E_D / K_EV * (1 / T - 1 / T_hold))


def solubility(T):
    return Cs_hold * np.exp(-E_s / K_EV * (1 / T - 1 / T_hold))


def depth_formula(D, t, Cs, threshold=Cstar):
    return 2 * np.sqrt(D * t) * erfinv((threshold - Cs) / (C0 - Cs))


def march(times, D_of_t, Cs_of_t, sink=0.0, dx=0.1, n=2000):
    """Finite-difference solution of C_t = D C_xx - sink (C - Cs).

    Four backward-Euler steps damp the initial jump, then Crank-Nicolson.
    The far end of the grid is impermeable."""
    x = dx * np.arange(n + 1)
    C = np.full(n + 1, C0)
    C[0] = Cs_of_t(times[0])
    for i in range(len(times) - 1):
        ta, tb = times[i], times[i + 1]
        w = 1.0 if i < 4 else 0.5
        r = D_of_t(0.5 * (ta + tb)) * (tb - ta) / dx**2
        s = sink * (tb - ta)
        Ca, Cb = Cs_of_t(ta), Cs_of_t(tb)
        lap = np.empty(n)
        lap[:-1] = C[:-2] - 2 * C[1:-1] + C[2:]
        lap[-1] = 2 * (C[-2] - C[-1])
        rhs = C[1:] + (1 - w) * (r * lap - s * (C[1:] - Ca)) + w * s * Cb
        rhs[0] += w * r * Cb
        band = np.zeros((3, n))
        band[0, 1:] = -w * r
        band[1] = 1 + 2 * w * r + w * s
        band[2, :-1] = -w * r
        band[2, n - 2] = -2 * w * r
        C[1:] = solve_banded((1, 1), band, rhs)
        C[0] = Cb
    return x, C


def crossing(x, C):
    j = int(np.argmax(C >= Cstar))
    return x[j - 1] + (x[j] - x[j - 1]) * (Cstar - C[j - 1]) / (C[j] - C[j - 1])


def isothermal(D, t, Cs, sink=0.0):
    return march(np.linspace(0, t, 1501), lambda _: D, lambda _: Cs, sink)


# Laplace transform of the error-function solution (D = 1)
for s_l, x_l in ((0.5, 0.7), (2.0, 1.5)):
    direct = quad(lambda t: np.exp(-s_l * t) * erf(x_l / (2 * np.sqrt(t)))
                  if t > 0 else 1.0, 0, np.inf)[0]
    assert abs(direct - (1 - np.exp(-x_l * np.sqrt(s_l))) / s_l) < 1e-6

# Profile, depth and lost oxygen against the finite-difference solution
x, C_num = isothermal(D_hold, t_hold, Cs_hold)
root_Dt = np.sqrt(D_hold * t_hold)
C_erf = Cs_hold + (C0 - Cs_hold) * erf(x / (2 * root_Dt))
profile_error = np.max(np.abs(C_num - C_erf)) / (C0 - Cs_hold)
assert profile_error < 3e-4
f = (Cstar - Cs_hold) / (C0 - Cs_hold)
eta = erfinv(f)
depth = depth_formula(D_hold, t_hold, Cs_hold)
depth_num = crossing(x, C_num)
assert abs(depth_num / depth - 1) < 1e-3
lost = 2 * (C0 - Cs_hold) * root_Dt * 1e-4 / np.sqrt(np.pi)
lost_num = trapezoid(C0 - C_num, x) * 1e-4
assert abs(lost_num / lost - 1) < 1e-3
flux = (C0 - Cs_hold) * np.sqrt(D_hold / (np.pi * t_hold)) * 1e-4
flux_num = D_hold * (-3 * C_num[0] + 4 * C_num[1] - C_num[2]) / 0.2 * 1e-4
assert abs(flux_num / flux - 1) < 2e-3

# Square-root law in time and in diffusivity, from numerical depths
depth_2h = crossing(*isothermal(D_hold, t_hold / 4, Cs_hold))
time_exponent = np.log(depth_num / depth_2h) / np.log(4)
depth_lowD = crossing(*isothermal(D_hold / 3, t_hold, Cs_hold))
D_exponent = np.log(depth_num / depth_lowD) / np.log(3)
assert abs(time_exponent - 0.5) < 1e-3 and abs(D_exponent - 0.5) < 1e-3

# Small-f form and its first correction
linear_depth = np.sqrt(np.pi) * root_Dt * f
f_small = 0.1
correction = erfinv(f_small) / (np.sqrt(np.pi) / 2 * f_small) - 1
assert abs(correction / (np.pi * f_small**2 / 12) - 1) < 0.03


# Temperature dependence at fixed time
def depth_at(T):
    return depth_formula(diffusivity(T), t_hold, solubility(T))


def apparent_energy(T):
    Cs = solubility(T)
    e = erfinv((Cstar - Cs) / (C0 - Cs))
    return E_D / 2 - (E_s * Cs * (C0 - Cstar) / (C0 - Cs)**2
                      * np.sqrt(np.pi) * np.exp(e**2) / (2 * e))


beta, db = 1 / (K_EV * T_hold), 1e-4
E_fd = -(np.log(depth_at(1 / (K_EV * (beta + db))))
         - np.log(depth_at(1 / (K_EV * (beta - db))))) / (2 * db)
E_x = apparent_energy(T_hold)
assert abs(E_fd - E_x) < 1e-5
T_limit = brentq(lambda T: solubility(T) - Cstar, T_hold, T_hold + 300)
T_best = brentq(apparent_energy, 1000 + ZERO_C, T_limit - 1)
search = minimize_scalar(lambda T: -depth_at(T), method="bounded",
                         bounds=(1000 + ZERO_C, T_limit - 1),
                         options={"xatol": 1e-5})
assert abs(search.x - T_best) < 0.05
T_hot = 1150 + ZERO_C
hot_num = crossing(*isothermal(diffusivity(T_hot), t_hold, solubility(T_hot)))
assert abs(hot_num / depth_at(T_hot) - 1) < 2e-3

# Ramps: 800 C to the hold temperature and back, surface at solubility
ramp_rate, T_load = 5.0 / 60, 800 + ZERO_C
t_ramp = (T_hold - T_load) / ramp_rate
t_total = t_hold + 2 * t_ramp


def furnace(t):
    return np.minimum(T_hold, T_load + ramp_rate * np.minimum(t, t_total - t))


x_r, C_r = march(np.linspace(0, t_total, 2401),
                 lambda t: diffusivity(furnace(t)),
                 lambda t: solubility(furnace(t)))
fine_t = np.linspace(0, t_total, 24001)
D_t, Cs_t = diffusivity(furnace(fine_t)), solubility(furnace(fine_t))
theta = np.concatenate(([0], np.cumsum(0.5 * (D_t[1:] + D_t[:-1])
                                       * np.diff(fine_t))))
theta_mid = 0.5 * (theta[1:] + theta[:-1])


def superposed(xp):
    memory = np.sum(np.diff(Cs_t)
                    * erfc(xp / (2 * np.sqrt(theta[-1] - theta_mid))))
    return C0 + (Cs_t[0] - C0) * erfc(xp / (2 * np.sqrt(theta[-1]))) + memory


for j in (20, 50, 120, 300):
    assert abs(superposed(x_r[j]) - C_r[j]) / C0 < 1e-3
depth_ramp = brentq(lambda xp: superposed(xp) - Cstar, 1, 60)
assert abs(crossing(x_r, C_r) / depth_ramp - 1) < 3e-3
depth_ramp_fixedCs = depth_formula(1.0, theta[-1], Cs_hold)
assert depth_ramp > depth_ramp_fixedCs > depth

# Precipitates as diffusion-limited sinks of fixed radius
radius = 0.05
sink_rows = []
for density in (1e8, 1e9):
    rate = 4 * np.pi * D_hold * radius * density * 1e-12
    sink_rows.append((density, rate * t_hold,
                      2 * root_Dt * erfinv(f * np.exp(rate * t_hold))))
sink_num = crossing(*isothermal(D_hold, t_hold, Cs_hold, sink=rate))
assert abs(sink_num / sink_rows[-1][2] - 1) < 1e-3


# Slow surface exchange: D C_x = h (C - Cs) at x = 0
def exchange(xp, t, D, h):
    e = xp / (2 * np.sqrt(D * t))
    return erf(e) + np.exp(-e**2) * erfcx(e + h * np.sqrt(t / D))


h_t = mp.mpf("0.7")


def exchange_mp(xp, t):
    e = xp / (2 * mp.sqrt(t))
    return mp.erf(e) + mp.exp(h_t * xp + h_t**2 * t) * mp.erfc(
        e + h_t * mp.sqrt(t))


mp.mp.dps = 30
point = (mp.mpf("0.8"), mp.mpf("1.3"))
assert abs(mp.diff(exchange_mp, point, (0, 1))
           - mp.diff(exchange_mp, point, (2, 0))) < 1e-7
slope0 = mp.diff(lambda q: exchange_mp(q, point[1]), 0)
assert abs(slope0 - h_t * exchange_mp(mp.mpf(0), point[1])) < 1e-9
assert abs(exchange_mp(point[0], mp.mpf("1e-4")) - 1) < 1e-12
assert abs(exchange(0.8, 1.3, 1.0, 0.7) - float(exchange_mp(*point))) < 1e-12
h_one = brentq(lambda h: exchange(0.99 * depth, t_hold, D_hold, h) - f,
               0.005, 5.0)
assert abs(D_hold / h_one / (0.01 * depth) - 1) < 0.02

# Finite wafer: time at which the midplane excess has fallen by 1 percent
wafer = 725.0
t_mid = (wafer / 4 / erfcinv(0.005))**2 / D_hold
m = np.arange(60)
mid_series = 4 / np.pi * np.sum((-1.0)**m / (2 * m + 1) * np.exp(
    -D_hold * t_mid * ((2 * m + 1) * np.pi / wafer)**2))
assert abs(mid_series - 0.99) < 1e-6

# Surface recession under a grown oxide (rough consumed-silicon ratio)
oxide, consumed_ratio = 0.1, 0.45
recession = oxide * consumed_ratio

print(f"Hold temperature: {T_hold - ZERO_C:.0f} C; time: {hours:.0f} h")
print(f"Diffusivity D: {D_hold / CM2_TO_UM2:.2e} cm2/s")
print(f"Surface concentration Cs: {Cs_hold:.2e} cm^-3")
print(f"Initial concentration C0: {C0:.2e} cm^-3")
print(f"Threshold Cstar: {Cstar:.2e} cm^-3")
print(f"Activation energies: D {E_D:.2f} eV, Cs {E_s:.2f} eV")
print(f"sqrt(D t): {root_Dt:.3f} um; 2 sqrt(D t): {2 * root_Dt:.3f} um")
print(f"Threshold fraction f: {f:.4f}; erfinv(f): {eta:.4f}")
print(f"Denuded depth, formula: {depth:.3f} um")
print(f"Denuded depth, finite differences: {depth_num:.3f} um")
print(f"Largest profile error / (C0-Cs): {profile_error:.1e}")
for xp in (5, 10, 20, 40):
    j = int(round(xp / 0.1))
    print(f"C at {xp} um: formula {C_erf[j]:.4e}, numerical {C_num[j]:.4e} cm^-3")
print(f"Numerical exponent of depth in time: {time_exponent:.4f}")
print(f"Numerical exponent of depth in D: {D_exponent:.4f}")
print(f"Depth after 2 h, numerical: {depth_2h:.3f} um")
print(f"Small-f estimate of depth: {linear_depth:.3f} um")
print(f"Oxygen lost: formula {lost:.4e}, numerical {lost_num:.4e} cm^-2")
print(f"Final outward flux: {flux:.3e} cm^-2 s^-1")
print(f"Time for 20 um: {hours * (20 / depth)**2:.2f} h")
for Tc in (1000, 1050, 1100, 1150):
    T = Tc + ZERO_C
    print(f"{Tc} C: D {diffusivity(T) / CM2_TO_UM2:.2e} cm2/s, "
          f"Cs {solubility(T):.2e} cm^-3, depth {depth_at(T):.2f} um")
print(f"Apparent energy of depth at hold: {E_x:.3f} eV; E_D/2: {E_D / 2:.3f} eV")
print(f"Temperature of greatest depth: {T_best - ZERO_C:.1f} C")
print(f"Greatest depth in same time: {depth_at(T_best):.2f} um")
print(f"Temperature where Cs = Cstar: {T_limit - ZERO_C:.1f} C")
for factor in (0.9, 1.1):
    d = depth_formula(D_hold, t_hold, Cs_hold, factor * Cstar)
    print(f"Threshold {factor * Cstar:.2e} cm^-3: depth {d:.2f} um")
print(f"Depth if D is 20% larger: {depth * np.sqrt(1.2):.2f} um")
print(f"Ramps: {ramp_rate * 60:.0f} K/min from {T_load - ZERO_C:.0f} C, "
      f"{t_ramp / 60:.0f} min each")
print(f"Ramps add equivalent hold time: "
      f"{(theta[-1] / D_hold - t_hold) / 60:.1f} min")
print(f"Depth with ramps, Cs held fixed: {depth_ramp_fixedCs:.3f} um")
print(f"Depth with ramps, Cs following T: {depth_ramp:.3f} um")
print(f"Assumed precipitate radius: {radius * 1000:.0f} nm")
for density, kt, d in sink_rows:
    print(f"Sinks {density:.0e} cm^-3: k t {kt:.4f}, depth {d:.2f} um")
print(f"Exchange velocity h for 1% smaller depth: {h_one * 1e-4:.2e} cm/s")
print(f"Wafer thickness: {wafer:.0f} um; 1% midplane loss at "
      f"{t_mid / 3600:.0f} h")
print(f"Oxide {oxide * 1000:.0f} nm: recession {recession * 1000:.0f} nm, "
      f"at most {100 * recession / depth:.2f}% of depth")
print("verified")
```

Output:

```
Hold temperature: 1100 C; time: 8 h
Diffusivity D: 7.00e-11 cm2/s
Surface concentration Cs: 2.40e+17 cm^-3
Initial concentration C0: 8.00e+17 cm^-3
Threshold Cstar: 5.00e+17 cm^-3
Activation energies: D 2.50 eV, Cs 1.50 eV
sqrt(D t): 14.199 um; 2 sqrt(D t): 28.397 um
Threshold fraction f: 0.4643; erfinv(f): 0.4379
Denuded depth, formula: 12.436 um
Denuded depth, finite differences: 12.436 um
Largest profile error / (C0-Cs): 7.1e-07
C at 5 um: formula 3.5012e+17, numerical 3.5012e+17 cm^-3
C at 10 um: formula 4.5365e+17, numerical 4.5365e+17 cm^-3
C at 20 um: formula 6.2123e+17, numerical 6.2123e+17 cm^-3
C at 40 um: formula 7.7404e+17, numerical 7.7403e+17 cm^-3
Numerical exponent of depth in time: 0.5000
Numerical exponent of depth in D: 0.5000
Depth after 2 h, numerical: 6.218 um
Small-f estimate of depth: 11.684 um
Oxygen lost: formula 8.9720e+14, numerical 8.9720e+14 cm^-2
Final outward flux: 1.558e+10 cm^-2 s^-1
Time for 20 um: 20.69 h
1000 C: D 1.33e-11 cm2/s, Cs 8.87e+16 cm^-3, depth 7.04 um
1050 C: D 3.15e-11 cm2/s, Cs 1.49e+17 cm^-3, depth 9.94 um
1100 C: D 7.00e-11 cm2/s, Cs 2.40e+17 cm^-3, depth 12.44 um
1150 C: D 1.47e-10 cm2/s, Cs 3.75e+17 cm^-3, depth 11.01 um
Apparent energy of depth at hold: 0.406 eV; E_D/2: 1.250 eV
Temperature of greatest depth: 1117.8 C
Greatest depth in same time: 12.74 um
Temperature where Cs = Cstar: 1184.4 C
Threshold 4.50e+17 cm^-3: depth 9.81 um
Threshold 5.50e+17 cm^-3: depth 15.29 um
Depth if D is 20% larger: 13.62 um
Ramps: 5 K/min from 800 C, 60 min each
Ramps add equivalent hold time: 23.8 min
Depth with ramps, Cs held fixed: 12.740 um
Depth with ramps, Cs following T: 12.763 um
Assumed precipitate radius: 50 nm
Sinks 1e+08 cm^-3: k t 0.0127, depth 12.62 um
Sinks 1e+09 cm^-3: k t 0.1267, depth 14.41 um
Exchange velocity h for 1% smaller depth: 5.62e-06 cm/s
Wafer thickness: 725 um; 1% midplane loss at 331 h
Oxide 100 nm: recession 45 nm, at most 0.36% of depth
verified
```
